# The G0W0 plasmaron and the Poisson satellites of the cumulant expansion

## One hole and one boson mode

Take one filled level at energy zero and one boson mode of energy $\Omega=\hbar\omega_0$ that couples to the level when it is empty:
$$H=\Omega\, b^\dagger b-g\,cc^\dagger(b+b^\dagger).$$
With the level filled the bosons are in their vacuum $|0\rangle$ and the energy is zero. After the electron is removed they move under $K=\Omega b^\dagger b-g(b+b^\dagger)$, and a final state of energy $K_m$ appears in the spectral function at $E=-K_m$. With $M=-K$,
$$G(E)=\langle0|(E-M)^{-1}|0\rangle,\qquad M_{nn}=-n\Omega,\quad M_{n-1,n}=g\sqrt n .$$
Put $\alpha=g/\Omega$, $a=\alpha^2$ and $d=b-\alpha$, which obeys $[d,d^\dagger]=1$. Multiplying out $(b^\dagger-\alpha)(b-\alpha)$ shows $M=-\Omega\, d^\dagger d+a\Omega$, so the eigenvalues are $E_n=a\Omega-n\Omega$. For the weights, write $|0\rangle=\sum_n c_n|n\rangle_d$. From $b|0\rangle=0$ follows $d|0\rangle=-\alpha|0\rangle$, hence $\sqrt{n+1}\,c_{n+1}=-\alpha c_n$ and $c_n^2=c_0^2a^n/n!$. Normalization gives $c_0^2=e^{-a}$:
$$A(E)=\sum_{n=0}^\infty e^{-a}\frac{a^n}{n!}\,\delta(E-a\Omega+n\Omega).$$
The quasiparticle lies at $a\Omega$, and the satellites lie $\Omega,2\Omega,\dots$ below it for any $a$. Summing the series in time, the retarded function is $G(t)=-(i/\hbar)\theta(t)e^{C(t)}$ with
$$C(t)=a\left(e^{i\Omega t/\hbar}-i\Omega t/\hbar-1\right).$$

## G0W0 for the same model

The G0W0 self-energy is the term of order $g^2$ with the bare propagator $G_0=1/E$: the hole emits one boson and passes through the state $n=1$, so $\Sigma=g^2G_0(E+\Omega)=g^2/(E+\Omega)$. The poles of $G=1/(E-\Sigma)$ obey $E^2+\Omega E-g^2=0$:
$$E_\pm=\tfrac{\Omega}{2}(-1\pm s),\qquad s=\sqrt{1+4a}.$$
The weight of a pole is $Z=1/(1-\partial_E\Sigma)=[1+g^2/(E+\Omega)^2]^{-1}$. At $E_-$ one has $E+\Omega=\Omega(1-s)/2$, and $4a=(s-1)(s+1)$, so
$$Z_-=\frac{(s-1)^2}{(s-1)^2+(s-1)(s+1)}=\frac{s-1}{2s}.$$
G0W0 gives one sharp satellite at distance $\Omega\sqrt{1+4a}$. A pole of this kind, further from the quasiparticle than the boson energy, is the plasmaron.

One may shift the pole of $G_0$ inside $\Sigma$ to the quasiparticle energy $E_q$, so that $\Sigma=g^2/(E-E_q+\Omega)$. Then $E_q=\Sigma(E_q)=g^2/\Omega=a\Omega$, the exact value. With $x=E-E_q$ the pole equation is $x+a\Omega=g^2/(x+\Omega)$. Multiplying by $x+\Omega$ and cancelling $a\Omega^2=g^2$ leaves $x\,(x+\Omega+a\Omega)=0$. The satellite lies at distance $\Omega(1+a)$; there $x+\Omega=-a\Omega$, so its weight is $[1+1/a]^{-1}=a/(1+a)$.

Take $\Omega=5.734$ eV and $a=0.5950$, the values found below for the electron gas, so $g=\sqrt{a}\,\Omega=4.423$ eV. The exact weights are 0.5515, 0.3282, 0.0976, 0.0194 at spacing 5.734 eV. G0W0 has $s=\sqrt{3.380}=1.8385$, a satellite at $5.734\times1.8385=10.54$ eV and weight $0.8385/3.677=0.228$. The aligned form gives $5.734\times1.595\approx9.15$ eV (9.145 eV from unrounded inputs) and $0.595/1.595=0.373$. Measured from the quasiparticle of each spectrum, the exact satellites lie at 5.73 and 11.47 eV, and neither G0W0 satellite coincides with one. On the absolute scale the unshifted pole, $E_-=-\tfrac12(5.734)(2.8385)=-8.14$ eV, falls near the exact $n=2$ line at $(a-2)\Omega=-8.06$ eV. This is an accident of this value of $a$, since $-(1+s)/2$ and $a-2$ cross near it; the weights are 0.228 and 0.098, and the stronger $n=1$ line has no G0W0 counterpart. This is the counter-example: a sharp Dyson pole with a large weight that corresponds to no state of the system.

### What G0W0 leaves out

Solve $(E-M)\psi=|0\rangle$, so that $G=\psi_0$. Row $n\ge1$ reads $(E+n\Omega)\psi_n=g\sqrt n\,\psi_{n-1}+g\sqrt{n+1}\,\psi_{n+1}$. Dividing by $\psi_n$ and setting $r_n=\psi_n/\psi_{n-1}$ gives $r_n=g\sqrt n/(E+n\Omega-g\sqrt{n+1}\,r_{n+1})$. Row 0 gives $G=1/(E-gr_1)$, so
$$\Sigma_{\rm exact}=\cfrac{g^2}{E+\Omega-\cfrac{2g^2}{E+2\Omega-\cfrac{3g^2}{\ddots}}}.$$
G0W0 sets $r_2=0$, which is the problem restricted to $n\le1$. In that $2\times2$ block the one-boson state is repelled downward by the vacuum state, and the state $n=2$ that would push it back up is absent.

The moments $m_k=\langle0|M^k|0\rangle$ measure the loss. From $M|0\rangle=g|1\rangle$ and
$$M^2|0\rangle=g^2|0\rangle-g\Omega|1\rangle+\sqrt2\,g^2|2\rangle$$
one reads $m_0=1$, $m_1=0$, $m_2=g^2$, $m_3=-g^2\Omega$. None of these involves $|2\rangle$, so unshifted G0W0 reproduces them. Two poles with positive weights that match four moments of a distribution are its two-point Gauss quadrature rule, so the plasmaron is a quadrature node standing in for the low-energy side of the Poisson series. The fourth moment is the squared norm of $M^2|0\rangle$: $m_4=g^2\Omega^2+c\,g^4$, with $c=1+2=3$ exactly and $c=1$ in G0W0. The aligned form has its poles at $a\Omega$ and $-\Omega$ and fails one moment earlier: $m_3=\Omega^3(a^3-a)/(1+a)=-a(1-a)\Omega^3$ in place of $-a\Omega^3$.

For $a\ll1$ the satellite weight is $a$ to leading order in all three spectra, and the spacing errs by $2a$ (unshifted) or $a$ (aligned) relative to $\Omega$. For $a\gg1$ the unshifted poles tend to $\pm g-\Omega/2$ with weights $1/2$, while the exact spectrum is a comb of lines with mean zero and standard deviation $g$.

Making $G$ self-consistent at fixed boson propagator, $\Sigma=g^2G(E+\Omega)$, and iterating gives the same fraction with $g^2$ at each level in place of $ng^2$. The amplitude of $|2\rangle$ becomes $g^2$, so $c=2$: one of the two ways of reabsorbing two bosons (the nested one) is restored, and the crossed one, a vertex correction, is missing. Diagonalization gives a first spacing of 7.950 eV, still 39% above $\Omega$. The conclusion rests on the bosonic ladder: if the mode were a two-level system, $|2\rangle$ would not exist, the $2\times2$ block would be the whole problem and $E_-$ would be a true level.

## The general statement

**Statement.** Let a recoil-free hole couple linearly to independent modes, $M=\sum_j[-\Omega_jb_j^\dagger b_j+g_j(b_j+b_j^\dagger)]$ with $\Omega_{\min}\le\Omega_j\le\Omega_{\max}$, $\Omega_{\min}>0$. Let $\Sigma(E)=\sum_jg_j^2/(E+\Omega_j)$ be the G0W0 self-energy, $\beta(\nu)=-\mathrm{Im}\,\Sigma(\nu+i0)/\pi=\sum_jg_j^2\delta(\nu+\Omega_j)$, $p=\beta/\nu^2$ and $a=\int p\,d\nu$. Then:

(a) the exact propagator is $-(i/\hbar)\theta(t)e^{C(t)}$ with
$$C(t)=\int d\nu\,\frac{\beta(\nu)}{\nu^2}\left(e^{-i\nu t/\hbar}+\frac{i\nu t}{\hbar}-1\right);$$

(b) the exact spectrum is a compound Poisson series, $A(E)=e^{-a}\sum_np^{*n}(E-E_q)/n!$, where $p^{*n}$ is the $n$-fold convolution and $E_q=\int|\nu|\,p\,d\nu$;

(c) the Dyson equation with $\Sigma$ has at most one pole below $-\Omega_{\max}$; if the modes form a continuum with a density $p$, the exact spectrum has no delta function other than the quasiparticle, so that pole is an artefact;

(d) G0W0 misses $2m_2^2$ in the fourth moment.

**Proof.** (a) The terms of $M$ commute and the vacuum is a product, so $\langle0|e^{-iMt/\hbar}|0\rangle$ is a product of one-mode factors and the exponents add: $C=\sum_j(g_j/\Omega_j)^2(e^{i\Omega_jt/\hbar}-i\Omega_jt/\hbar-1)$. Inserting $\beta$ into the integral sets $\nu=-\Omega_j$ and gives this sum.

(b) The linear term of $C$ is $-iE_qt/\hbar$, because $\nu=-|\nu|$, and the constant is $-a$. Expanding the rest, $e^C=e^{-a}e^{-iE_qt/\hbar}\sum_n\tilde p(t)^n/n!$ with $\tilde p=\int p\,e^{-i\nu t/\hbar}d\nu$. A product of transforms is the transform of a convolution. The normalized $p/a$ has mean $-\bar\nu$, with $\bar\nu=E_q/a$, and variance $\sigma_p^2$. Means and variances add under convolution, so satellite $n$ has weight $e^{-a}a^n/n!$, centre $n\bar\nu$ below the quasiparticle and standard deviation $\sqrt n\,\sigma_p$. When all $\Omega_j$ are equal, $\sigma_p=0$ and the pure Poisson series returns.

(c) Below $-\Omega_{\max}$ the function $D(E)=E-\Sigma(E)$ is real, tends to $-\infty$ as $E\to-\infty$, and has $D'=1+\int\beta\,d\nu/(E-\nu)^2>1$. It has one root if $D>0$ just below the edge and none otherwise. The root is a delta function of weight $1/D'$, since $\mathrm{Im}\,\Sigma=0$ around it. A constant added to $\Sigma$ does not change the argument. In (b), convolutions of a density are densities, so the terms $n\ge1$ contain no delta function.

(d) The two-boson part of $M^2|0\rangle$ is $\left(\sum_jg_jb_j^\dagger\right)^2|0\rangle$. A state with two different modes has amplitude $2g_jg_k$, and a doubly occupied mode has $\sqrt2g_j^2$. The squared norm is $\sum_{j<k}4g_j^2g_k^2+\sum_j2g_j^4=2\sum_{j,k}g_j^2g_k^2=2m_2^2$, and the one-boson block, whose resolvent is $1/(E-\Sigma)$, lacks it. $\blacksquare$

Part (a) was tested against direct diagonalization for one and two modes, to $10^{-7}$ in $e^{C(t)}$.

## The electron gas at $k=0$

Consider the unpolarized gas at $T=0$ with $\varepsilon_q=\hbar^2q^2/2m$, $v_q=e^2/\epsilon_0q^2$ and RPA screening $\epsilon=1-v_q\chi_0$. Energies are measured from the free band bottom. Summing over occupied states,
$$\chi_0=2\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\left[\frac1{\nu-\varepsilon_q-\hbar^2qk_z/m}-\frac1{\nu+\varepsilon_q-\hbar^2qk_z/m}\right],\quad\nu\to\nu+i0 .$$
Slice the sphere into discs, $d^3k=\pi k_F^3(1-s^2)ds$ with $k_z=sk_F$, and set $u=m\nu/\hbar^2qk_F$, $z=q/2k_F$. The denominators become $(\hbar^2qk_F/m)(u\mp z-s)$. Writing $1-s^2=(1-y^2)+(y-s)(y+s)$ gives
$$h(y)=\int_{-1}^1\frac{1-s^2}{y-s}ds=(1-y^2)\ln\frac{y+1}{y-1}+2y,\qquad\chi_0=-\frac{mk_F}{\pi^2\hbar^2}\,\frac{h(u+z)-h(u-z)}{8z}.$$
$h$ has an imaginary part for $|y|<1$, so pair excitations end at $u=1+z$, that is $\nu=\hbar^2qk_F/m+\varepsilon_q$. Above this edge a zero of $\epsilon$ at $\nu=\hbar\omega_q$, present for $q<q_c$, is the plasmon. It contributes $\delta(\nu-\hbar\omega_q)/\partial_\nu\epsilon$ to the loss function $B=-\mathrm{Im}\,\epsilon^{-1}/\pi$.

The dynamic part of the screened interaction, $v_q\int_0^\infty d\nu\,B\,2\nu/(E^2-\nu^2)$, has the form of a sum of boson propagators with $g^2\to v_qB\,d\nu\,d^3q/(2\pi)^3$. At $k=0$ the intermediate state has momentum of size $q$: a hole at $\varepsilon_q-\nu$ if $q<k_F$, an electron at $\varepsilon_q+\nu$ if $q>k_F$. With $4\pi q^2dq\,v_q/(2\pi)^3=e^2dq/2\pi^2\epsilon_0$,
$$\Sigma_c(E)=\frac{e^2}{2\pi^2\epsilon_0}\int_0^\infty\!dq\int_0^\infty\!d\nu\,B(q,\nu)\left[\frac{\theta(k_F-q)}{E-\varepsilon_q+\nu}+\frac{\theta(q-k_F)}{E-\varepsilon_q-\nu}\right].$$
The same measure gives $\Sigma_x(0)=-e^2k_F/2\pi^2\epsilon_0$. At $k=k_F$ the state $\mathbf k+\mathbf q$ is occupied when $\cos\vartheta<-q/2k_F$, a fraction $(1-q/2k_F)/2$ of directions, whose integral over $0<q<2k_F$ is $k_F/2$; hence $\Sigma_x(k_F)=\Sigma_x(0)/2$. To keep the Fermi levels of $G_0$ and $G$ together, $\Sigma$ is evaluated at $E-\Delta$ with $\Delta=\Sigma(k_F,E_F)$. Measuring $E$ from $\Delta$, the Dyson denominator is
$$D(E)=E-S-\Sigma_c(E),\qquad S=\Sigma_x(0)-\Delta .$$

On the hole side, pairs give $\varepsilon_q-\nu\ge-\hbar^2qk_F/m\ge-2E_F$. If the plasmon branch $\varepsilon_q-\hbar\omega_q$ also stays above $-2E_F$, then $\mathrm{Im}\,\Sigma_c=0$ below $-2E_F$, and the monotonicity argument of (c) applies: at most one root, a true delta function of the approximation.

The cumulant is fixed here by matching. Put $G(t)=-(i/\hbar)\theta(t)e^{-iSt/\hbar+C(t)}$ and require the term linear in $C$ to equal $G_0\Sigma_cG_0=\int d\nu\,\beta(\nu)/[E^2(E-\nu)]$, where $\beta=|\mathrm{Im}\,\Sigma_c|/\pi$. Partial fractions give
$$\frac1{E^2(E-\nu)}=\frac1{\nu^2}\left[\frac1{E-\nu}-\frac1E-\frac{\nu}{E^2}\right].$$
In time, $1/(E-\nu+i0)$ is $-(i/\hbar)\theta(t)$ times $e^{-i\nu t/\hbar}$, and $1/E^2$, its $\nu$-derivative at $\nu=0$, is the same prefactor times $-it/\hbar$. The bracket becomes $e^{-i\nu t/\hbar}-1+i\nu t/\hbar$, the formula of (a). In the gas it agrees with G0W0 at first order in the screened interaction and is an approximation beyond: exponentiation gives $n$ emissions the energy $\sum_i(\varepsilon_{q_i}-\hbar\omega_{q_i})$, whereas a recoiling hole has $\varepsilon_{|\sum\mathbf q_i|}-\sum_i\hbar\omega_{q_i}$.

Split $\beta=\beta_{\rm pl}+\beta_{\rm rest}$, with $\beta_{\rm pl}$ from the plasmon delta functions, and define $p$, $a$, $\bar\nu$, $\sigma_p$ from $\beta_{\rm pl}$. The steps of (b) give
$$A=e^{-a}\sum_n\frac{p^{*n}}{n!}*A_{\rm rest},$$
where $A_{\rm rest}$ contains $S$, the cumulant of $\beta_{\rm rest}$ and the shift $a\bar\nu$. The hole at $k=0$ can decay into pairs, so $\beta(0)\ne0$. At long times $\int(\cos(\nu t/\hbar)-1)\,d\nu/\nu^2=-\pi t/\hbar$ selects small $\nu$, and $|e^C|$ decays as $e^{-\pi\beta(0)t/\hbar}$. Satellite $n$ is this broadened line convolved with $p^{*n}$.

The spacing is not $\hbar\omega_p$. For large $y$, $h=4/3y+4/15y^3+\dots$, and for small $q$ the difference is $2zh'(u)=-(8z/3u^2)(1+3/5u^2)$. Then $\epsilon=1-(\hbar\omega_p/\nu)^2(1+3/5u^2)$ with $\omega_p^2=ne^2/\epsilon_0m$, using $n=k_F^3/3\pi^2$. Since $1/u^2=4E_F\varepsilon_q/\nu^2$, the zero lies, to order $q^2$, at
$$\hbar\omega_q-\varepsilon_q=\hbar\omega_p-\left(1-\frac{6E_F}{5\hbar\omega_p}\right)\varepsilon_q .$$
At the other end the plasmon meets the pair edge, and $\hbar\omega_q-\varepsilon_q=2E_F\,q_c/k_F$.

## Numbers for $r_s=4$

The round value $r_s=4$ bohr gives $n=2.517\times10^{28}$ m$^{-3}$, $k_F=9.067\times10^9$ m$^{-1}$, $2E_F=6.264$ eV, $\hbar\omega_p=5.891$ eV ($9.439\times10^{-19}$ J) and $q_c=0.9454\,k_F$. The values come from the numerical output that follows the text, except the real-axis values of $\mathrm{Re}\,\Sigma_c(0)$ and $\pi\beta(0)$, the peak positions at reduced broadening and, in the last section, the second smoothed maximum, the unsmoothed satellite lines, the satellite's dependence on the cutoff and on the number of shells, the window at the unshifted pole and the runs with recoil or blocking alone, which are not printed there. The self-energy was tested at the $10^{-3}$ level against the f-sum rule $\int\nu B\,d\nu=(\hbar\omega_p)^2/2$ at each sampled $q$, against an imaginary-axis evaluation at $E=E_F$, and, for $\Sigma_c(k_F,E_F)$, against the density derivative of the RPA correlation energy.

The static terms are $\Sigma_x(0)=-(2/\pi)(k_Fa_0)^{-1}2E_F=-(2/\pi)(2.0842)(6.264)=-8.31$ eV, $\Delta=-1.455-8.312/2=-5.611$ eV and $S=-8.312+5.611=-2.701$ eV.

The dispersion factor is $6E_F/5\hbar\omega_p=1.2\times3.132/5.891=0.638<1$, so recoil outweighs dispersion at small $q$. At $q=0.1998\,k_F$, $\varepsilon_q=0.0399\times3.132=0.125$ eV and the formula gives $\hbar\omega_q=5.891+0.638\times0.125=5.971$ eV, against 5.972 eV from the root of $\epsilon$. The branch $\varepsilon_q-\hbar\omega_q$ starts at $-5.891$ eV, reaches $-5.577$ eV and ends at $-0.9454\times6.264=-5.92$ eV. It stays above $-2E_F$, and it is 0.34 eV wide, so at this density $p$ is close to a single mode: $a=0.595$, $\bar\nu=5.734$ eV ($9.186\times10^{-19}$ J), 2.7% below $\hbar\omega_p$, and $\sigma_p=0.111$ eV.

G0W0 puts the quasiparticle peak at 0.21 eV (Lorentzian broadening 0.188 eV) and a root of $D$ at $-9.406$ eV, below $-2E_F$, with weight 0.384. The distance is $0.213+9.406=9.62$ eV ($1.541\times10^{-18}$ J), or $1.63\,\hbar\omega_p$; at a broadening of 0.03 eV the peak moves to 0.226 eV and the distance to 9.63 eV. The aligned one-mode model gave 9.145 eV and 0.373. That the remaining 0.47 eV comes from the pair continuum and from aligning at $k_F$ is a conjecture.

The cumulant spectrum, smoothed by a Gaussian of standard deviation 0.313 eV, has its main peak at 0.24 eV and satellites 5.730 eV and $5.730+5.728=11.458$ eV below it. At this smoothing both spacings agree with $\bar\nu$ to about 0.1%; without smoothing the main peak lies at 0.29 eV and the spacings are 5.745 and 5.738 eV, within 0.2% of $\bar\nu$. The convolution series was tested against the direct time transform to 0.5% of the peak height, below $E_F$. Among peaks with a prominence above 1% of the maximum, none lies within 0.626 eV of the plasmaron distance; the nearer satellite is $11.46-9.62=1.84$ eV away. At $\eta=0.188$ eV off the real axis, $-\mathrm{Im}\,\Sigma_c=\int d\nu\,\beta\,\eta/(\nu^2+\eta^2)=0.59$ eV. This is a Lorentzian average of $\pi\beta$, to which the plasmon branch alone contributes about $a\eta=0.595\times0.188=0.11$ eV. The remainder, 0.48 eV, is a rough estimate of $\pi\beta(0)$, whose value on the real axis is 0.46 eV. It is several times $\sigma_p$, so the lifetime rather than the branch width dominates the intrinsic width of the low satellites. The linear term of $C$ places the line at $S+\mathrm{Re}\,\Sigma_c(0)$ with $\Sigma_c$ on the real axis, where $\mathrm{Re}\,\Sigma_c(0)=3.07$ eV (the value 3.004 eV holds at $i\eta$). This gives $-2.70+3.07=0.37$ eV; smoothing accounts for 0.05 eV of the 0.13 eV offset of the peak, and that the remaining 0.08 eV comes from line asymmetry is a conjecture.

## A test with recoil

The two spectra above are both approximations, and the proof assumed no recoil. A model with recoil that can be solved numerically shows which one survives there. Replace the plasmon branch by two shells at the Gauss points $q=0.1998$ and $0.7456\,k_F$ of the interval $(0,q_c)$, with RPA energies 5.972 and 7.324 eV and total couplings $G_1=3.379$, $G_2=2.904$ eV, each shared equally in $G^2$ among the 12 vertex directions of an icosahedron. A state with several plasmons has hole momentum $|\mathbf Q|=|\sum\mathbf q_i|$ and energy $\varepsilon_Q-\sum\hbar\omega_{q_i}$, and is kept if $|\mathbf Q|<k_F$, since a hole exists inside the Fermi sphere. Up to four plasmons give 11119 states, treated by the Lanczos method. The model omits pair excitations, the electron-side term of $\Sigma_c$ and exchange.

The one-plasmon block has $\Omega_1=5.847$ and $\Omega_2=5.583$ eV and is G0W0; aligned on the quasiparticle, its plasmaron lies at 9.20 eV with weight 0.376. The cumulant has $a=(3.379/5.847)^2+(2.904/5.583)^2=0.334+0.271\approx0.604$, quasiparticle weight $e^{-a}=0.546$ and mean spacing 5.73 eV.

The Lanczos spectrum, smoothed with 0.50 eV, has its highest satellite maximum at 6.10 eV and a second, lower one near 6.9 eV. They come from two barely resolved lines, at 6.00 eV (weight 0.18) and 7.14 eV (weight 0.15). Their centroid, 6.53 eV, lies 14% beyond the cumulant spacing, and the line nearer to the aligned plasmaron is 2.1 eV short of it. The individual lines depend on the discretization: three Gauss shells give 5.95 eV (weight 0.20) and 7.36 eV (weight about 0.12), while the centroid, 6.51 eV, hardly moves and the quasiparticle weight becomes 0.597. The satellite is more sensitive to the cutoff than the quasiparticle: without recoil the four-plasmon cutoff moves it outward by 0.19 eV, and with recoil six plasmons bring the smoothed maximum to 6.02 eV and the centroid to 6.47 eV. The weight of the Lanczos spectrum within 0.626 eV of the aligned plasmaron is zero to four decimals. The model has discrete lines, so an empty window is a sharper result than a continuum of modes need give. The quasiparticle weight is 0.592, 8% above the cumulant value. This difference of 0.045 exceeds the cutoff effects: without recoil the four-plasmon cutoff raises the weight by 0.0034 and lowers the energy by 0.009 eV relative to the converged values, and with recoil the weight falls by 0.007 from three to four plasmons.

The fourth moment places the model between the two approximations. Diagonal energies of two-plasmon states do not enter $M^2|0\rangle$, so by (d) the kept share of $2m_2^2$ counts the allowed pairs. Pairs with an inner plasmon have $|\mathbf Q|\le0.945\,k_F$ and are allowed. Outer pairs carry the share $[8.433/(11.418+8.433)]^2=0.1805$. Of the 12 partners of a direction, one is parallel and five have cosine $1/\sqrt5$, giving $|\mathbf Q|=0.7456\sqrt{2+2/\sqrt5}\,k_F=1.27\,k_F$; these six are blocked. The five at cosine $-1/\sqrt5$ give $0.78\,k_F$ and the opposite one gives zero. The kept share is $1-0.1805/2=0.910$, as computed. Blocking all two-plasmon states would return unshifted G0W0, so the Pauli condition pushes the model toward it. Switching the two effects on separately, at four plasmons, shows that blocking is the main cause of the departure from the cumulant. With neither effect the quasiparticle weight is 0.550 and the satellite centroid 5.92 eV; with recoil but no blocking, 0.544 and 5.81 eV; with blocking but recoil-free energies $-\sum\Omega_i$, 0.587 and 6.39 eV. Without blocking, a line of weight about 0.01 also appears at 8.9 eV, inside the window around the aligned plasmaron, still far below its weight 0.376. For the full gas this is evidence and not proof: in this model, once multi-plasmon states are admitted, the first satellite is a pair of lines near 6.0 and 7.1 eV and no weight is found at the aligned plasmaron position (the position of the unshifted pole, about $5.73\sqrt{1+4\times0.604}\approx10.6$ eV in a one-mode estimate, is empty within 0.626 eV as well), and the cumulant spacing falls about 4% short of the stronger line and about 12% short of the centroid. Since that shift comes mainly from a hard Pauli cut in a model without the electron-side term, it is not an estimate of the cumulant's error in the gas.

## Table of computed values

```
rs = 4.0 bohr, n = 2.5173e+28 m^-3, kF = 9.0667e+09 m^-1
2EF = 6.264 eV
hbar omega_p = 5.891 eV = 9.439e-19 J
1/(kF a0) = 2.0842 (dimensionless)
qc/kF = 0.9454 (dimensionless)
Sigma_c(kF,EF) = -1.455 eV
Delta = -5.611 eV
Sigma_x(0) = -8.312 eV
S = -2.701 eV
Lorentz eta = 0.188 eV
Re Sigma_c(0,i eta) = 3.004 eV
-Im Sigma_c(0,i eta) = 0.594 eV
plasmon branch bottom = -5.920 eV
plasmon branch top = -5.577 eV
G0W0 QP peak = 0.213 eV
G0W0 plasmaron = -9.406 eV
plasmaron weight = 0.3844 (dimensionless)
QP-plasmaron distance = 9.619 eV = 1.541e-18 J
distance/hbar omega_p = 1.6327 (dimensionless)
a = 0.5950 (dimensionless)
mean spacing nu_bar = 5.734 eV = 9.186e-19 J
sigma_p = 0.111 eV
Gaussian sigma = 0.313 eV
cumulant QP peak = 0.238 eV
QP to satellite 1 = 5.730 eV = 9.181e-19 J
satellite 1 to 2 = 5.728 eV
model g = 4.423 eV
model exact weights n=0..3: [0.5515 0.3282 0.0976 0.0194] (dimensionless)
model exact spacing = 5.734 eV
model G0W0 spacing = 10.541 eV
  satellite weight = 0.2280 (dimensionless)
model aligned G0W0 spacing = 9.145 eV
  satellite weight = 0.3731 (dimensionless)
model sc-G spacing = 7.950 eV
model c (exact, G0W0, sc-G): [3. 1. 2.] (dimensionless)
recoil shells q/kF: [0.1998 0.7456] (dimensionless); states kept: 11119
  hbar omega_q: [5.972 7.324] eV; minus recoil: [5.847 5.583] eV
  shell couplings G: [3.379 2.904] eV
recoil-free 4-plasmon cutoff error, QP weight = 0.0034 (dimensionless)
recoil-free 4-plasmon cutoff error, QP energy = -0.009 eV
recoil a = 0.6043 (dimensionless)
cumulant QP weight = 0.5464 (dimensionless)
Lanczos QP weight, 4 plasmons = 0.5917 (dimensionless)
Lanczos QP weight, 3 plasmons = 0.5987 (dimensionless)
cumulant mean spacing = 5.729 eV
Lanczos smoothing sigma = 0.501 eV
Lanczos main satellite = 6.101 eV
aligned G0W0 plasmaron distance = 9.199 eV
  its weight = 0.3758 (dimensionless)
window half-width = 0.626 eV
Lanczos weight in window = 0.0000 (dimensionless)
share of two-plasmon 4th moment kept = 0.9098 (dimensionless)
```
